# Bruggeman's Conduction Threshold at One Third for Spherical Grains: a numerical check

```python
"""
Result under test: Bruggeman's symmetric equation for spherical grains,
    f (k1-ke)/(k1+2ke) + (1-f) (k2-ke)/(k2+2ke) = 0,
has one positive root ke, and for k2 -> 0+ that root tends to
k1*max(0, (3f-1)/2): a conduction threshold at f = 1/3.
Symbols: k1, k2 phase conductivities; f volume fraction of phase 1;
ke effective conductivity; beta dipole factor of a sphere in medium ke.
Example: porous sintered-silver die attach (rough typical values).
"""
import numpy as np
from scipy import constants, ndimage, sparse
from scipy.integrate import solve_ivp
from scipy.optimize import brentq


def residual(ke, f, k1, k2):
    return f*(k1-ke)/(k1+2*ke) + (1-f)*(k2-ke)/(k2+2*ke)


def numerical_root(f, k1, k2):
    """Root of the fractional equation, searched in log(ke)."""
    log_root = brentq(lambda u: residual(np.exp(u), f, k1, k2),
                      np.log(k2), np.log(k1), xtol=1e-14, rtol=1e-14)
    return np.exp(log_root)


def closed_form(f, k1, k2):
    b = (3*f-1)*k1 + (2-3*f)*k2
    s = np.sqrt(b*b + 8*k1*k2)
    return (b+s)/4 if b >= 0 else 2*k1*k2/(s-b)


def sphere_fields(k_in, k_out):
    """Integrate the radial equation for T = g(r) cos(theta), sphere radius 1.
    Returns internal gradient / far gradient, and the dipole factor."""
    def rhs(r, y):
        return [y[1], -2*y[1]/r + 2*y[0]/r**2]

    def advance(r0, r1, y):
        sol = solve_ivp(rhs, (r0, r1), y, method="DOP853",
                        rtol=1e-10, atol=1e-12)
        assert sol.success
        return sol.y[:, -1]

    g, slope = advance(0.05, 1.0, [0.05, 1.0])
    inner_gradient = slope
    near = advance(1.0, 3.0, [g, slope*k_in/k_out])   # normal flux continuous
    far = advance(3.0, 200.0, near)
    far_gradient = far[0]/200.0
    beta = 27*(1 - near[0]/(3*far_gradient))
    return inner_gradient/far_gradient, beta


# --- single sphere: integrated fields against the derived factors
for k_in in (0.0, 0.2, 1.0, 5.0, 50.0):
    gradient, beta = sphere_fields(k_in, 1.0)
    assert abs(gradient - 3/(k_in+2)) < 1e-5
    assert abs(beta - (k_in-1)/(k_in+2)) < 1e-4
beta_insulator = sphere_fields(0.0, 1.0)[1]
beta_conductor = sphere_fields(1e6, 1.0)[1]
assert abs(beta_insulator + 0.5) < 1e-4 and abs(beta_conductor - 1) < 1e-4

# --- self-consistent ke from integrated fields and the definition of ke
field_root = {}
for f, k2 in ((0.75, 0.0), (0.40, 0.0), (0.50, 0.1), (0.20, 0.1)):
    def flux_mismatch(ke):
        g1 = sphere_fields(1.0, ke)[0]
        g2 = sphere_fields(k2, ke)[0]
        return f*(1-ke)*g1 + (1-f)*(k2-ke)*g2
    ke = brentq(flux_mismatch, 0.02, 0.999, xtol=1e-9)
    assert abs(ke - closed_form(f, 1.0, k2)) < 1e-5
    mean_gradient = (f*sphere_fields(1.0, ke)[0]
                     + (1-f)*sphere_fields(k2, ke)[0])
    assert abs(mean_gradient - 1) < 1e-5
    field_root[(f, k2)] = ke

# --- closed form, uniqueness and the insulating limit
for f in np.linspace(0.02, 0.98, 25):
    for k2 in (0.3, 1e-3, 1e-8):
        assert abs(numerical_root(f, 1, k2)/closed_form(f, 1, k2) - 1) < 1e-9
        scan = residual(np.geomspace(k2*1e-2, 1e2, 2000), f, 1, k2)
        assert np.count_nonzero(np.diff(np.sign(scan))) == 1
    limit = max(0.0, (3*f-1)/2)
    assert abs(numerical_root(f, 1, 1e-10) - limit) < 1e-5

# --- laws for small but finite k2
small = 1e-6
for f in (0.45, 0.75, 0.9):
    added = (numerical_root(f, 1, small) - (3*f-1)/2)/small
    assert abs(added/(9*f*(1-f)/(2*(3*f-1))) - 1) < 1e-3
for f in (0.1, 0.25):
    assert abs(numerical_root(f, 1, small)*(1-3*f)/small - 1) < 1e-3
assert abs(numerical_root(1/3, 1, small)/np.sqrt(small/2) - 1) < 1e-3
exponent = np.log10(numerical_root(1/3, 1, 1e-8)
                    / numerical_root(1/3, 1, 1e-10))/2
assert abs(exponent - 0.5) < 1e-3

# --- microstructure matters: spanning clusters of random cubic cells
rng = np.random.default_rng(7)


def spanning_count(fraction, size, samples):
    count = 0
    for _ in range(samples):
        labels, _n = ndimage.label(rng.random((size,)*3) < fraction)
        common = np.intersect1d(labels[0], labels[-1])
        count += bool(np.any(common > 0))
    return count


span_size, span_samples = 90, 12
f_low, f_high = 0.290, 0.325
span_low = spanning_count(f_low, span_size, span_samples)
span_high = spanning_count(f_high, span_size, span_samples)
assert span_low < span_samples/2 < span_high and f_high < 1/3


def block_conductivity(k):
    """Finite-volume heat flow along axis 0; side walls adiabatic."""
    n = k.shape[0]
    index = np.arange(k.size).reshape(k.shape)
    diagonal = np.zeros(k.shape)
    diagonal[0] += 2*k[0]
    diagonal[-1] += 2*k[-1]
    diagonal = diagonal.ravel()
    rows, cols, values = [], [], []
    for axis in range(3):
        i = np.take(index, range(n-1), axis=axis).ravel()
        j = np.take(index, range(1, n), axis=axis).ravel()
        ki, kj = k.ravel()[i], k.ravel()[j]
        link = 2*ki*kj/(ki+kj)
        diagonal += np.bincount(i, link, k.size)
        diagonal += np.bincount(j, link, k.size)
        rows += [i, j]
        cols += [j, i]
        values += [-link, -link]
    rows.append(index.ravel())
    cols.append(index.ravel())
    values.append(diagonal)
    matrix = sparse.csr_matrix((np.concatenate(values),
                                (np.concatenate(rows), np.concatenate(cols))))
    source = np.zeros(k.shape)
    source[0] = 2*k[0]
    source = source.ravel()
    start = 1 - (np.arange(n)+0.5)/n
    temp = np.broadcast_to(start[:, None, None], k.shape).ravel().copy()
    res = source - matrix @ temp
    z = res/diagonal
    direction = z.copy()
    rz = res @ z
    goal = 1e-7*np.linalg.norm(source)
    for _ in range(4000):
        if np.linalg.norm(res) < goal:
            break
        product = matrix @ direction
        step = rz/(direction @ product)
        temp += step*direction
        res -= step*product
        z = res/diagonal
        rz, old = res @ z, rz
        direction = z + (rz/old)*direction
    temp = temp.reshape(k.shape)
    flow_in = np.sum(2*k[0]*(1-temp[0]))
    flow_out = np.sum(2*k[-1]*temp[-1])
    assert abs(flow_in/flow_out - 1) < 1e-3
    return flow_in*n/(k.shape[1]*k.shape[2])


layers = rng.uniform(0.1, 1.0, 10)
laminate = np.broadcast_to(layers[:, None, None], (10, 10, 10)).copy()
assert abs(block_conductivity(laminate)*np.mean(1/layers) - 1) < 1e-5

# --- worked example: rough typical inputs
k_silver, k_air = 420.0, 0.03          # W/(m K)
porosity = 0.25
thickness_um, area_mm2, power_W = 50.0, 100.0, 200.0
temperature_K, pore_um = 423.0, 1.0
mean_free_path_nm = 40.0
boundary_mm2K_W = 0.01
solid = 1 - porosity

k_layer = k_silver*(3*solid-1)/2
r_layer = thickness_um/k_layer         # um/(W/m/K) equals mm2 K/W
r_dense = thickness_um/k_silver
drop = power_W*r_layer/area_mm2
k_with_air = numerical_root(solid, k_silver, k_air)
air_gain = k_with_air - k_layer
assert abs(air_gain/(9*solid*porosity/(2*(3*solid-1))*k_air) - 1) < 1e-2
k_radiation = constants.Stefan_Boltzmann*pore_um*1e-6*(
    (temperature_K+0.5)**4 - (temperature_K-0.5)**4)
wavelength_um = constants.value("Wien wavelength displacement law constant"
                                )/temperature_K*1e6
rounding_width = np.sqrt(8*k_air/k_silver)/3

grains, samples = 10, 4
block = {2: [], 4: []}
for _ in range(samples):
    filled = np.zeros(grains**3)
    filled[:round(solid*grains**3)] = 1
    rng.shuffle(filled)
    pattern = np.where(filled.reshape((grains,)*3) > 0, 1.0, k_air/k_silver)
    for cells in block:
        fine = np.kron(pattern, np.ones((cells,)*3))
        block[cells].append(k_silver*block_conductivity(fine))
block_mean = {c: np.mean(v) for c, v in block.items()}
block_error = np.std(block[4], ddof=1)/np.sqrt(samples)
deviation = block_mean[4]/k_layer - 1
assert abs(deviation) < 0.20           # claim: Bruggeman good to 20 % here

print(f"Dipole factor, insulating sphere: {beta_insulator:.4f}")
print(f"Dipole factor, sphere 1e6 times the medium: {beta_conductor:.4f}")
for (f, k2), ke in field_root.items():
    print(f"ke/k1 from integrated fields, f={f:.2f}, k2/k1={k2:.1f}: {ke:.5f}")
print(f"Exponent of ke against k2 at f=1/3: {exponent:.4f}")
print(f"Random cubic cells, block edge: {span_size} cells")
print(f"Spanning blocks at f={f_low:.3f}: {span_low} of {span_samples}")
print(f"Spanning blocks at f={f_high:.3f}: {span_high} of {span_samples}")
print(f"Silver conductivity (rough input): {k_silver:.0f} W/(m K)")
print(f"Air conductivity (rough input): {k_air:.2f} W/(m K)")
print(f"Porosity (input): {100*porosity:.0f} %")
print(f"Layer thickness (input): {thickness_um:.0f} um")
print(f"Die area (input): {area_mm2:.0f} mm2")
print(f"Heat flow (input): {power_W:.0f} W")
print(f"Temperature (input): {temperature_K:.0f} K")
print(f"Pore and ligament size (rough input): {pore_um:.1f} um")
print(f"Layer conductivity, insulating pores: {k_layer:.1f} W/(m K)")
print(f"Layer area resistance: {r_layer:.4f} mm2 K/W")
print(f"Area resistance if fully dense: {r_dense:.4f} mm2 K/W")
print(f"Temperature drop across layer: {drop:.3f} K")
print("Sweep: porosity %, ke insulating pores, ke air pores, W/(m K)")
for p in (0.10, 0.25, 0.40, 0.55, 0.65, 2/3, 0.70, 0.80):
    ideal = k_silver*max(0.0, (3*(1-p)-1)/2)
    print(f"  {100*p:5.1f}  {ideal:8.2f}  "
          f"{numerical_root(1-p, k_silver, k_air):8.3f}")
print(f"Half-width of rounded threshold in f: {rounding_width:.4f}")
print(f"Gain from air in pores: {air_gain:.4f} W/(m K)")
print(f"Far-field black-wall pore radiation: {k_radiation:.2e} W/(m K)")
print(f"Thermal peak wavelength: {wavelength_um:.2f} um")
print(f"Electron mean free path (rough input): {mean_free_path_nm:.0f} nm")
print(f"Mean free path / ligament size: "
      f"{100*mean_free_path_nm/(1000*pore_um):.1f} %")
print(f"Die-face boundary resistance (rough input): "
      f"{boundary_mm2K_W:.3f} mm2 K/W")
print(f"Boundary / layer resistance: {100*boundary_mm2K_W/r_layer:.1f} %")
print(f"Random cubic grains: {samples} blocks of {grains}^3 grains")
for cells, value in block_mean.items():
    print(f"Block mean, {cells} cells per grain edge: {value:.1f} W/(m K)")
print(f"Standard error of finer block mean: {block_error:.1f} W/(m K)")
print(f"Finer block mean relative to Bruggeman: {100*deviation:+.1f} %")
print("ALL CHECKS PASSED")
```

Output:

```
Dipole factor, insulating sphere: -0.5000
Dipole factor, sphere 1e6 times the medium: 1.0000
ke/k1 from integrated fields, f=0.75, k2/k1=0.0: 0.62500
ke/k1 from integrated fields, f=0.40, k2/k1=0.0: 0.10000
ke/k1 from integrated fields, f=0.50, k2/k1=0.1: 0.40000
ke/k1 from integrated fields, f=0.20, k2/k1=0.1: 0.16786
Exponent of ke against k2 at f=1/3: 0.5000
Random cubic cells, block edge: 90 cells
Spanning blocks at f=0.290: 0 of 12
Spanning blocks at f=0.325: 12 of 12
Silver conductivity (rough input): 420 W/(m K)
Air conductivity (rough input): 0.03 W/(m K)
Porosity (input): 25 %
Layer thickness (input): 50 um
Die area (input): 100 mm2
Heat flow (input): 200 W
Temperature (input): 423 K
Pore and ligament size (rough input): 1.0 um
Layer conductivity, insulating pores: 262.5 W/(m K)
Layer area resistance: 0.1905 mm2 K/W
Area resistance if fully dense: 0.1190 mm2 K/W
Temperature drop across layer: 0.381 K
Sweep: porosity %, ke insulating pores, ke air pores, W/(m K)
   10.0    357.00   357.007
   25.0    262.50   262.520
   40.0    168.00   168.040
   55.0     73.50    73.595
   65.0     10.50    11.083
   66.7      0.00     2.517
   70.0      0.00     0.296
   80.0      0.00     0.075
Half-width of rounded threshold in f: 0.0080
Gain from air in pores: 0.0202 W/(m K)
Far-field black-wall pore radiation: 1.72e-05 W/(m K)
Thermal peak wavelength: 6.85 um
Electron mean free path (rough input): 40 nm
Mean free path / ligament size: 4.0 %
Die-face boundary resistance (rough input): 0.010 mm2 K/W
Boundary / layer resistance: 5.2 %
Random cubic grains: 4 blocks of 10^3 grains
Block mean, 2 cells per grain edge: 223.9 W/(m K)
Block mean, 4 cells per grain edge: 234.5 W/(m K)
Standard error of finer block mean: 1.9 W/(m K)
Finer block mean relative to Bruggeman: -10.7 %
ALL CHECKS PASSED
```
